\section*{Planar-to-Pyramidal Instability of Three Charges around a Polarizable Ion, part 1}

(Sections cited here and not found follow in the second part.)

\section{The electrostatic instability}

\subsection{Two competing energies}

A molecule of a lanthanide trihalide in the vapour has a large, highly charged metal ion surrounded by three negative ligands. If the ligands merely repel one another, they spread as far apart as their bonds allow and lie in one plane with the metal, at angles of $120^\circ$. The metal ion, however, has an electron cloud that an electric field can displace. In the planar arrangement the fields of the three ligands cancel at the metal, and this cloud gains no dipole energy. If the ligands all move to one side, the cancellation is lost, the ion acquires a dipole, and the polarization energy falls. The shape depends on whether this gain exceeds the extra repulsion between the ligands.

The simplest model containing both effects has three point charges $q$ at a fixed distance $R$ from an ion of charge $Q$. The ion has an isotropic dipole polarizability $\alpha$ and responds linearly, as a point dipole at its centre. The ligands are not polarizable. Overlap repulsion and covalent bonding are left out. All angles are free, but the three bond lengths are held at $R$. Hartree atomic units are used, in which $4\pi\varepsilon_0=1$, so that $\alpha$ has the dimension of a volume.

Within this model the planar arrangement is unstable when
\begin{equation}
\alpha>\alpha_c,\qquad \alpha_c=\frac{R^3}{3\sqrt3}\approx 0.1925\,R^3 .
\label{eq:result}
\end{equation}
Neither $q$ nor $Q$ appears. The derivation below shows why, and also shows that no other angular distortion destroys the planar form at a smaller polarizability.

\subsection{The energy for arbitrary angles}

Let $\mathbf n_i$ be the unit vector from the ion to ligand $i$, so that the ligand positions are $R\mathbf n_i$. A positive charge produces a field pointing away from itself. At the ion, the direction away from ligand $i$ is $-\mathbf n_i$, and the total field is therefore
\begin{equation}
\mathbf E=-\frac{q}{R^2}\sum_{i=1}^{3}\mathbf n_i .
\label{eq:field}
\end{equation}

An induced dipole $\boldsymbol\mu$ lowers the energy by $\boldsymbol\mu\cdot\mathbf E$, but displacing the electron cloud costs energy. For a linear, isotropic ion this cost is $\mu^2/(2\alpha)$. The polarization energy is the minimum of
\begin{equation}
W(\boldsymbol\mu)=\frac{\mu^2}{2\alpha}-\boldsymbol\mu\cdot\mathbf E .
\label{eq:wmu}
\end{equation}
Setting the derivative with respect to $\boldsymbol\mu$ to zero gives $\boldsymbol\mu/\alpha=\mathbf E$, or $\boldsymbol\mu=\alpha\mathbf E$. Insertion into Eq.~\eqref{eq:wmu} gives
\begin{equation}
W=\frac{\alpha E^2}{2}-\alpha E^2=-\frac{\alpha E^2}{2}.
\label{eq:pol}
\end{equation}
Half of the interaction energy is thus spent on deforming the ion. Omitting this cost would halve the predicted threshold.

The interaction of the ion's charge with the ligands is $3qQ/R$. It is constant at fixed $R$ and can be dropped, which removes $Q$ from the problem. The distance between two ligands follows from
\begin{equation}
|R\mathbf n_i-R\mathbf n_j|^2=R^2(2-2c_{ij}),\qquad c_{ij}=\mathbf n_i\cdot\mathbf n_j .
\label{eq:distance}
\end{equation}
The energy that depends on the angles is therefore
\begin{equation}
U=\frac{q^2}{R}\sum_{i<j}\frac{1}{\sqrt{2-2c_{ij}}}
-\frac{\alpha q^2}{2R^4}\Bigl|\sum_i\mathbf n_i\Bigr|^2 .
\label{eq:general}
\end{equation}
Both terms are proportional to $q^2$: the repulsion because it acts between two ligands, the polarization because it is quadratic in their field. A common factor cannot change the sign of a curvature, so $q$ drops out of the threshold.

\subsection{Reduction to a symmetric pyramid}

The three angles between the ligands could in principle change in different ways. Expanding the square in Eq.~\eqref{eq:general} shows what the polarization energy can distinguish:
\begin{equation}
\Bigl|\sum_i\mathbf n_i\Bigr|^2=3+2\sum_{i<j}c_{ij}=3+6\bar c,
\qquad \bar c=\frac13\sum_{i<j}c_{ij}.
\label{eq:sumn}
\end{equation}
It depends on the mean cosine $\bar c$ alone. The repulsion depends on each cosine through $g(c)=(2-2c)^{-1/2}$, whose derivatives are
\begin{equation}
g'(c)=(2-2c)^{-3/2},\qquad g''(c)=3(2-2c)^{-5/2}>0 .
\label{eq:convex}
\end{equation}
The function is strictly convex, and the mean of its three values is at least its value at the mean:
\begin{equation}
\sum_{i<j}g(c_{ij})\ge 3g(\bar c),
\label{eq:jensen}
\end{equation}
with equality when the three cosines are equal. At a given $\bar c$, then, unequal angles raise the repulsion and gain no polarization energy.

Three unit vectors with equal mutual angles form a symmetric pyramid, with the planar star as its flat limit. Let $\delta$ be the elevation of every ligand above the plane through the ion perpendicular to the threefold axis. With horizontal unit vectors $\boldsymbol\rho_i$ at $120^\circ$ to one another and the axis $\hat{\mathbf z}$,
\begin{equation}
\mathbf n_i=\cos\delta\,\boldsymbol\rho_i+\sin\delta\,\hat{\mathbf z}.
\label{eq:umbrella}
\end{equation}
Since $\boldsymbol\rho_i\cdot\boldsymbol\rho_j=-1/2$ for $i\ne j$, the common cosine is
\begin{equation}
c=\sin^2\delta-\tfrac12\cos^2\delta=\frac{3s-1}{2},\qquad s=\sin^2\delta .
\label{eq:cs}
\end{equation}
The left side of Eq.~\eqref{eq:sumn} cannot be negative, so $\bar c\ge-1/2$. As $s$ runs from 0 towards 1, Eq.~\eqref{eq:cs} covers every value from $-1/2$ towards 1. The symmetric pyramids therefore include the lowest energy for each possible $\bar c$, and the search for the global minimum needs one variable.

\subsection{The threshold}

For the pyramid, Eq.~\eqref{eq:cs} gives $2-2c=3(1-s)=3\cos^2\delta$. The ligands are separated by $\sqrt3R\cos\delta$, and there are three pairs, so their repulsion is
\begin{equation}
\frac{3q^2}{\sqrt3R\cos\delta}=\frac{\sqrt3q^2}{R\cos\delta}.
\label{eq:rep}
\end{equation}
The horizontal parts of the three vectors cancel, leaving $\sum_i\mathbf n_i=3\sin\delta\,\hat{\mathbf z}$. Equation~\eqref{eq:general} becomes
\begin{equation}
U(\delta)=\frac{\sqrt3q^2}{R\cos\delta}-\frac{9\alpha q^2}{2R^4}\sin^2\delta .
\label{eq:udelta}
\end{equation}

For a small elevation, $1/\cos\delta=1+\delta^2/2+\cdots$ and $\sin^2\delta=\delta^2+\cdots$. Hence
\begin{equation}
U(\delta)=U(0)+\frac12K\delta^2+\cdots,\qquad
K=q^2\left(\frac{\sqrt3}{R}-\frac{9\alpha}{R^4}\right).
\label{eq:k}
\end{equation}
There is no linear term, because $\delta$ and $-\delta$ are mirror images. The stiffness $K$ vanishes when $9\alpha=\sqrt3R^3$, and
\begin{equation}
\alpha_c=\frac{\sqrt3R^3}{9}=\frac{R^3}{3\sqrt3}.
\label{eq:threshold}
\end{equation}
For $\alpha>\alpha_c$ the stiffness is negative, and the smallest elevation lowers the energy. This proves the instability stated in Eq.~\eqref{eq:result}.

The same formula can be written as
\begin{equation}
K=\frac{\sqrt3q^2}{R}\left(1-\frac{\alpha}{\alpha_c}\right).
\label{eq:kx}
\end{equation}
The repulsive stiffness falls as $1/R$ and the polarization term as $1/R^4$. A short bond therefore favours folding at a given polarizability.

The stable side of the threshold needs a statement about finite elevations as well. In terms of $s$, Eq.~\eqref{eq:udelta} is
\begin{equation}
u(s)=\frac{\sqrt3q^2}{R}(1-s)^{-1/2}-\frac{9\alpha q^2}{2R^4}s .
\label{eq:us}
\end{equation}
Its first derivative is
\begin{equation}
u'(s)=\frac{\sqrt3q^2}{2R}(1-s)^{-3/2}-\frac{9\alpha q^2}{2R^4},
\label{eq:dus}
\end{equation}
which increases with $s$. At $s=0$ it equals $9q^2(\alpha_c-\alpha)/(2R^4)$. If $\alpha\le\alpha_c$, this value is zero or positive, and $u$ rises for every $s>0$. Together with Eq.~\eqref{eq:jensen}, this makes the planar form the global minimum over all angles, including the case $\alpha=\alpha_c$. No separate pyramidal minimum lies hidden below the threshold.

\subsection{The pyramid beyond the threshold}

For $\alpha>\alpha_c$, write $x=\alpha/\alpha_c$. The definition of $\alpha_c$ gives
\begin{equation}
\frac{9\alpha}{2R^4}=\frac{\sqrt3x}{2R}.
\label{eq:xrelation}
\end{equation}
Setting Eq.~\eqref{eq:dus} to zero then yields $(1-s)^{-3/2}=x$. Since $1-s=\cos^2\delta$,
\begin{equation}
\cos^3\delta=\frac1x=\frac{\alpha_c}{\alpha}.
\label{eq:angle}
\end{equation}
There are two equivalent solutions, one on each side of the plane. Just above threshold, $\cos\delta\approx1-\delta^2/2$ and $x^{-1/3}\approx1-(x-1)/3$, so
\begin{equation}
\delta^2\approx\frac23(x-1).
\label{eq:onset}
\end{equation}
The angle grows continuously from zero, as the square root of the excess polarizability.

To find the depth of the well, insert $1/\cos\delta=x^{1/3}$ and $\sin^2\delta=1-x^{-2/3}$ into Eq.~\eqref{eq:udelta}:
\begin{align}
\Delta U&=\frac{\sqrt3q^2}{R}(x^{1/3}-1)
-\frac{\sqrt3q^2}{2R}\,x(1-x^{-2/3})\nonumber\\
&=\frac{\sqrt3q^2}{2R}\left(2x^{1/3}-2-x+x^{1/3}\right)\nonumber\\
&=\frac{\sqrt3q^2}{2R}\left(3x^{1/3}-2-x\right).
\label{eq:depth}
\end{align}
This is the pyramidal energy minus the planar energy. It is negative for $x>1$, because the arithmetic mean of $x$, 1 and 1 exceeds their geometric mean $x^{1/3}$. For very large $x$, Eq.~\eqref{eq:angle} sends $\delta$ towards $90^\circ$ and brings the ligands together. Real ligands have a finite size, and the point-charge model fails before that limit.

Numerical minimization over all six angular coordinates, from random starting arrangements, agrees with this picture. It finds the planar form at $x=0.9$, and the angle and depth of Eqs.~\eqref{eq:angle} and~\eqref{eq:depth} at $x=1.2$ and $x=2.0$.

\subsection{Distortions within the plane}

The six angular coordinates comprise three elevations and three azimuths. Reflection in the molecular plane reverses the elevations and leaves the azimuths unchanged, so the two sets do not mix at second order. Among the elevations, the common displacement is the umbrella motion; the other two combinations are rigid tilts and cost no energy. Among the azimuths, the common displacement is a rigid rotation. Two bending motions within the plane remain.

Let the azimuths change by small angles $\varphi_i$ with $\sum_i\varphi_i=0$. A pair separated by an angle $\gamma$ has repulsion $f(\gamma)=q^2/[2R\sin(\gamma/2)]$. Differentiating twice gives
\begin{equation}
f''(\gamma)=\frac{q^2}{8R}\,
\frac{1+\cos^2(\gamma/2)}{\sin^3(\gamma/2)} .
\label{eq:fsecond}
\end{equation}
At $\gamma=120^\circ$ the numerator is $5/4$ and the denominator $3\sqrt3/8$, so $f''=5q^2/(12\sqrt3R)$. The three gaps add up to $360^\circ$, and their first-order contributions cancel. The squares of their changes add up to
\begin{equation}
\sum_{i<j}(\varphi_i-\varphi_j)^2
=3\sum_i\varphi_i^2-\Bigl(\sum_i\varphi_i\Bigr)^2=3\sum_i\varphi_i^2 .
\label{eq:gaps}
\end{equation}

The vector sum of the $\mathbf n_i$ becomes $\sum_i\varphi_i\mathbf t_i$ at first order, where the tangential unit vectors obey $\mathbf t_i\cdot\mathbf t_j=-1/2$. Its square is $\sum_i\varphi_i^2-\sum_{i<j}\varphi_i\varphi_j$. The condition $\sum_i\varphi_i=0$ implies $\sum_{i<j}\varphi_i\varphi_j=-\frac12\sum_i\varphi_i^2$, and the square is therefore $\frac32\sum_i\varphi_i^2$. Adding repulsion and polarization,
\begin{equation}
\Delta U=\left(\frac{5q^2}{8\sqrt3R}-\frac{3\alpha q^2}{4R^4}\right)\sum_i\varphi_i^2 .
\label{eq:inplane}
\end{equation}
This curvature changes sign at
\begin{equation}
\alpha=\frac{5R^3}{6\sqrt3}=\frac52\alpha_c .
\label{eq:inplanec}
\end{equation}
The umbrella motion is lost first. Diagonalizing the numerical second-derivative matrix gives 0, 1, 1 and 3 unstable modes at $\alpha/\alpha_c=0.97$, 1.03, 2.40 and 2.60, as Eqs.~\eqref{eq:threshold} and~\eqref{eq:inplanec} require.

\section{Corrections and the case of lanthanum trifluoride}

\subsection{Symbols and results carried over}

Three ligands of charge $q$ lie at distance $R$ from an ion of charge $Q$ and dipole polarizability $\alpha$. Their common elevation out of the plane is $\delta$, and $s=\sin^2\delta$. The umbrella stiffness $K$ is defined by $U=U(0)+K\delta^2/2+\cdots$. For unpolarizable ligands and a purely dipolar ion, Eq.~\eqref{eq:k} gives $K=q^2(\sqrt3/R-9\alpha/R^4)$, which vanishes at $\alpha_c=R^3/(3\sqrt3)$. Above that value the elevation obeys $\cos^3\delta=\alpha_c/\alpha$. This half asks how far these results survive when the restrictions of the model are relaxed.

\subsection{Bond lengths that can relax}

The bond length was held fixed, but in a molecule it can adjust. Suppose the planar molecule has its equilibrium at $R=R_0$ and is stable against changes of its bond lengths. Reflection in the molecular plane changes $\delta$ into $-\delta$ and leaves every bond length unchanged. A second-order term proportional to $\delta(R_i-R_0)$ would change sign under this reflection, whereas the energy does not. Such a term is therefore absent.

The onset of the umbrella instability is then still given by $K=0$, evaluated at $R_0$. The first coupling has the form $\delta^2(R_i-R_0)$. It affects the pyramidal angle and the well depth beyond the threshold. Whether it can produce a pyramidal minimum while the planar form is still locally stable was not examined. The global statement proved above is thus restricted to fixed $R$, while the local criterion for the umbrella motion is not.

At fixed bond length, the model's planar form is the global minimum up to $\alpha_c=R^3/(3\sqrt3)$ and unstable above it, and the local umbrella criterion survives bond relaxation when evaluated at the planar equilibrium. What remains is to include the ion's quadrupole response and the polarizability of the ligands, and to test the model on lanthanum trifluoride.
